# Breit-Wigner transmission of a double barrier and the unit peak

## One barrier passes 2 per cent, two pass everything

A heavy hole in germanium meets a silicon-germanium barrier 0.20 eV high and 2.5 nm thick. At an energy of 0.0292 eV the barrier transmits a fraction 0.0175 of the incident flux. A second, identical barrier is placed 6.0 nm behind the first. If probabilities could simply be added over all the bounces between the barriers, the pair would transmit

$$T_1^2\,(1+R_1^2+R_1^4+\dots)=\frac{T_1^2}{1-R_1^2}=\frac{T_1}{2-T_1}=0.0088,$$

where $T_1$ and $R_1=1-T_1$ are the transmission and reflection probabilities of one barrier. The coherent wave at this energy is instead transmitted completely. We want to know why, over what range of energy this lasts, and what happens when the barriers differ.

The model is one-dimensional and coherent: one particle, one propagating wave in each lead, no scattering inside the structure. The algebra is in atomic units ($\hbar=1$), with $m$ the effective mass and $k=\sqrt{2mE}$ in the well and leads. Numbers are in eV and nm. Hole energies are counted from the germanium valence edge into the band. Values called "full" solve the Schrödinger equation by matching at every interface, without expansion; they are in the numerical output below.

## What flux conservation says about one barrier

Let a barrier have amplitudes $r,t$ for a wave coming from the left and $r',t'$ for one coming from the right. Amplitudes are normalized to unit flux, so that unequal lead velocities need no extra factors. Outgoing flux equals incoming flux for every choice of incoming waves, so the matrix

$$S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}$$

is unitary. The first column of $S^\dagger S=1$ gives $|r|^2+|t|^2=1$. The first row of $SS^\dagger=1$ gives $|r|^2+|t'|^2=1$. Hence $|t'|=|t|$: the barrier is equally transparent from both sides, even if its shape is lopsided. It follows that $|r'|=|r|$.

The columns are also orthogonal, $r^*t'+t^*r'=0$, so $t'/t^*=-r'/r^*$. Therefore

$$rr'-tt'=-\frac{t'}{t^*}\left(|r|^2+|t|^2\right)=\frac{r'}{r^*}. \tag{1}$$

This phase relation will fix the sign with which reflected waves meet.

## Simple case: two identical barriers

The wave enters through the left barrier (amplitude $t_L$), crosses the well of width $w$ (factor $e^{ikw}$), and leaves through the right one ($t_R$). Before leaving it may make any number of round trips, each contributing $r_R\,e^{ikw}\,r_L'\,e^{ikw}$. Write this factor as $\rho e^{i\theta}$, with

$$\rho=\sqrt{R_LR_R},\qquad \theta=2kw+\varphi_L+\varphi_R,$$

where $\varphi_L,\varphi_R$ are the phases of the two inner reflections. Since $\rho<1$, the geometric series converges:

$$t=\frac{t_Lt_R\,e^{ikw}}{1-\rho e^{i\theta}}. \tag{2}$$

The squared modulus of the denominator is

$$1+\rho^2-2\rho\cos\theta=(1-\rho)^2+4\rho\sin^2\frac{\theta}{2}. \tag{3}$$

For identical barriers $\rho=R_1$ and $1-\rho=T_1$, so

$$T=\frac{T_1^2}{T_1^2+4R_1\sin^2(\theta/2)}.$$

When $\theta=2\pi n$ every round trip returns in phase with the last. The sum of amplitudes is then $1/T_1$, which compensates the two weak passages, $T_1^2/T_1^2=1$. This holds for any $T_1>0$.

Two limits test the formula. For $T_1\to1$ it gives $T=1$ at all energies, as it must without barriers. For $\theta=\pi$ it gives $T_1^2/(1+R_1)^2$, which is $7.8\times10^{-5}$ for $T_1=0.0175$, well below the 0.0088 of added probabilities. Interference makes the pair more opaque between resonances and transparent at them.

## The phase for a rectangular barrier

To locate the resonance we need $\varphi$. Let the barrier occupy $0<x<b$, with height $V>E$ and $\kappa=\sqrt{2m(V-E)}$. The mass is taken equal in all layers, so $\psi$ and $\psi'$ are continuous. Behind the barrier $\psi=\tau e^{ik(x-b)}$. The solution inside that joins it smoothly is

$$\psi=\tau\left[\cosh\kappa(x-b)+\frac{ik}{\kappa}\sinh\kappa(x-b)\right].$$

In front, $\psi=e^{ikx}+re^{-ikx}$, so at $x=0$ we have $2=\psi+\psi'/(ik)$ and $2r=\psi-\psi'/(ik)$. Inserting the inner solution,

$$1=\tau\left[\cosh\kappa b+i\,\frac{\kappa^2-k^2}{2k\kappa}\sinh\kappa b\right],\qquad
r=-i\tau\,\frac{k^2+\kappa^2}{2k\kappa}\sinh\kappa b .$$

The first equation gives $|\tau|^2$. With $\cosh^2=1+\sinh^2$, $k^2+\kappa^2=2mV$ and $k\kappa=2m\sqrt{E(V-E)}$,

$$T_1=\left[1+\frac{V^2\sinh^2\kappa b}{4E(V-E)}\right]^{-1}\approx\frac{16E(V-E)}{V^2}\,e^{-2\kappa b}, \tag{4}$$

the last form for $e^{2\kappa b}\gg1$. The phase of $r$ is $-\pi/2$ plus the phase of $\tau$:

$$\varphi=-\frac{\pi}{2}-\arctan\left[\frac{\kappa^2-k^2}{2k\kappa}\tanh\kappa b\right]. \tag{5}$$

By mirror symmetry it applies to reflection from either side.

For a thick barrier $\tanh\kappa b\to1$. With $\tan\alpha=k/\kappa$, the arctangent becomes $\pi/2-2\alpha$, and $\varphi=-\pi+2\alpha$. For two such barriers

$$\theta=2kw+4\alpha-2\pi .$$

The lowest resonance, $\theta=0$, satisfies $kw+2\alpha=\pi$, the ground-state condition of a finite well. For infinitely high walls $\alpha\to0$ and $kw=\pi$, as it should be.

The slope $\theta'=d\theta/dE$ will set the width. We have $dk/dE=m/k$. From $\sin\alpha=\sqrt{E/V}$ follows $d\alpha/dE=1/[2\sqrt{E(V-E)}]=m/(k\kappa)$. Thus

$$\theta'=\frac{2mw}{k}+\frac{4m}{k\kappa}=\frac{2}{v}\left(w+\frac{2}{\kappa}\right),\qquad v=\frac{k}{m}. \tag{6}$$

This is the time for a round trip at speed $v$ in a well lengthened by the penetration depth $1/\kappa$ on each side.

**Numbers.** At $E_0=0.02919$ eV, $k=0.3915$ and $\kappa=0.9469$ nm$^{-1}$. The thick-barrier condition gives $kw+2\alpha=2.349+0.784=3.133$, close to $\pi$. The small remainder comes from $\tanh\kappa b=0.983$; with (5) the resonance condition closes. For the slope, $\hbar v=2E_0/k=0.1491$ eV nm and $w+2/\kappa=8.11$ nm, so (6) gives 108.8 eV$^{-1}$. The slope from (5) is 109.0 eV$^{-1}$.

## Generalization: unequal barriers

For any two barriers, (2) and (3) need the identity

$$(1-\rho)^2=1-2\rho+R_LR_R=(1-R_L)(1-R_R)+\left(\sqrt{R_L}-\sqrt{R_R}\right)^2,$$

checked by multiplying out the right side. Hence

$$T=\frac{T_LT_R}{T_LT_R+\left(\sqrt{R_L}-\sqrt{R_R}\right)^2+4\rho\sin^2(\theta/2)}. \tag{7}$$

The two last terms of the denominator are never negative. For partially reflecting barriers, $T=1$ requires both to vanish:

$$R_L=R_R\quad\text{and}\quad\theta=2\pi n .$$

No weak-coupling approximation has entered. If the barriers are equal, (7) returns the earlier formula.

## Near an isolated resonance

Now let $T_L,T_R\ll1$ and look near an energy $E_0$ where $\theta(E_0)=2\pi n$. Put $\delta=E-E_0$. To leading order:

- $\rho=\sqrt{(1-T_L)(1-T_R)}$, so $1-\rho\approx(T_L+T_R)/2$;
- $\theta\approx2\pi n+\theta'\delta$, so $4\rho\sin^2(\theta/2)\approx(\theta'\delta)^2$ for $|\theta'\delta|\ll1$;
- $T_L$, $T_R$ and $\theta'$ keep their values at $E_0$.

Equations (2) and (3) then give

$$T\approx\frac{T_LT_R}{\left(\frac{T_L+T_R}{2}\right)^2+(\theta'\delta)^2}.$$

Divide numerator and denominator by $\theta'^2$ and define

$$\Gamma_L=\frac{T_L}{\theta'},\qquad\Gamma_R=\frac{T_R}{\theta'},\qquad\Gamma=\Gamma_L+\Gamma_R .$$

The result is the Breit-Wigner formula:

$$\boxed{T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+(\Gamma/2)^2}} \tag{8}$$

Its full width at half maximum is $\Gamma$, and its peak is

$$T(E_0)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}=1-\left(\frac{\Gamma_L-\Gamma_R}{\Gamma}\right)^2 .$$

The peak is one when $\Gamma_L=\Gamma_R$ and smaller otherwise. In the limit $\Gamma_R\ll\Gamma_L$ it tends to $4\Gamma_R/\Gamma_L$.

**The widths are escape rates.** A particle in the well strikes each barrier once per round-trip time $\theta'$ and escapes with probability $T_i$ per strike, at the rate $T_i/\theta'=\Gamma_i$. The wave confirms this. An outgoing wave without an incoming one requires the denominator of (2) to vanish, $\rho e^{i\theta}=1$. With $\theta=2\pi n+\theta'\delta$,

$$i\theta'\delta=-\ln\rho\approx\frac{T_L+T_R}{2}\quad\Rightarrow\quad E=E_0-\frac{i\Gamma}{2}.$$

The amplitude varies as $e^{-iEt}$, so the stored probability decays as $e^{-\Gamma t}$.

**Isolation.** Neighbouring resonances are separated by a change of $2\pi$ in $\theta$, of order $2\pi/\theta'$ in energy. The ratio of width to spacing is then of order $(T_L+T_R)/2\pi$, so weak coupling also isolates the level. In the example the spacing is somewhat larger than this estimate, because $\theta'$ falls between the two levels.

**Numbers.** Each partial width is $0.01752/109.02=1.607\times10^{-4}$ eV. Thus $\Gamma=3.215\times10^{-4}$ eV, or $1.18\times10^{-5}$ hartree, at $E_0=1.073\times10^{-3}$ hartree. The lifetime $\hbar/\Gamma$ is 2.05 ps. The next resonance lies at 0.112 eV, 257 widths away.

## How good is the Lorentzian?

| Energy | Full $T$ | Equation (8) |
|---|---|---|
| $E_0+0.5\,\Gamma$ | 0.5085 | 0.5000 |
| $E_0+\Gamma$ | 0.2081 | 0.2000 |
| $E_0+3\,\Gamma$ | 0.0302 | 0.0270 |

The differences can be traced. For equal barriers put $x=2\delta/\Gamma$, so that (8) reads $1/(1+x^2)$. Restoring the dropped factors to first order replaces $x^2$ by $x^2(1-\epsilon)$, with

$$\epsilon=T_1+2s\delta-q\delta,\qquad s=\frac{T_1'}{T_1},\quad q=\frac{\theta''}{\theta'} .$$

The first term comes from $\rho=1-T_1$, the second from the growth of $T_1$ with energy, the third from the curvature of $\theta$. The change in $T$ is $\epsilon x^2/(1+x^2)^2$. From (4), using $d\kappa/dE=-m/\kappa$,

$$s\approx\frac1{E_0}-\frac1{V-E_0}+\frac{2mb}{\kappa}=34.3-5.9+13.9=42.3\ \text{eV}^{-1},$$

and differentiating (6) gives $q\approx-16.4$ eV$^{-1}$. At $\delta=\Gamma/2$ we have $x=1$ and $\epsilon=0.0175+0.0136+0.0026=0.0337$. The predicted excess is $0.0337/4=0.0084$; the table shows 0.0085.

The half-width follows in the same way. The terms linear in $\delta$ move both half-height points in the same direction, while $T_1$ moves them apart by the relative amount $T_1/2$. The predicted width is $3.215\times10^{-4}\times1.0088=3.243\times10^{-4}$ eV; the full line has $3.244\times10^{-4}$ eV.

Each part of $\epsilon$ is proportional to $\Gamma$ at fixed $x$. Thickening both barriers from 3.5 to 4.5 nm, with the well and heights held fixed, multiplies $\Gamma$ by 0.151 and the largest error within $5\Gamma$ by 0.159. The second factor may be slightly larger because $s$ grows with $b$.

## Why equal coupling removes the reflection

The peak formula says how much is transmitted; the reflected wave shows the mechanism. It has two parts. One is reflected promptly by the left barrier, with amplitude $r_L$. The other has entered the well and leaks back:

$$r=r_L+\frac{t_Lt_L'\,r_Re^{2ikw}}{1-\rho e^{i\theta}} .$$

Equation (1) gives $t_Lt_L'=r_Lr_L'-r_L'/r_L^*=r_L'(R_L-1)/r_L^*=-T_Lr_L'/r_L^*$. Since $r_L'r_Re^{2ikw}=\rho e^{i\theta}$ and $r_Lr_L^*=R_L$, the ratio of the leaked to the prompt wave is

$$\frac{\text{leaked}}{\text{prompt}}=-\frac{T_L}{R_L}\,\frac{\rho e^{i\theta}}{1-\rho e^{i\theta}}\;\longrightarrow\;-\frac{2T_L}{T_L+T_R}=-\frac{2\Gamma_L}{\Gamma}, \tag{9}$$

where the arrow means resonance and weak coupling. The minus sign comes from flux conservation: at resonance the two waves are in antiphase. Their sum is $r_L(\Gamma_R-\Gamma_L)/\Gamma$.

If $\Gamma_L<\Gamma_R$, the well empties too fast to the right, and the leaked wave is too weak to cancel the prompt one. If $\Gamma_L>\Gamma_R$, it is too strong and overcompensates. At equal rates it has the same size as the prompt wave, nothing returns, and flux conservation sends everything forward.

**An unequal pair.** Thicken the right barrier to 3.5 nm and leave the rest alone. Then $\Gamma_L=1.615\times10^{-4}$ and $\Gamma_R=0.243\times10^{-4}$ eV, so $\Gamma=1.858\times10^{-4}$ eV and

$$\frac{4\times1.615\times0.2432}{(1.858)^2}=0.455 .$$

The full peak is 0.452. Equation (9) predicts a leaked wave of $-1.738$ times the prompt one; the full ratio is $-1.747$. The remaining reflection is $R_L(1-1.747)^2\approx0.548$, which with 0.452 adds up to one.

**Equal rates without equal barriers.** Make the right barrier 0.30 eV high. At 2.5 nm thickness the peak is 0.565. Thinned to 1.84 nm, it has the same transmission as the left barrier at the new resonance energy, and the full peak is 1.000000. What counts is the escape rate at resonance, whatever shape provides it.

**Equal barriers without equal rates.** Let 0.030 V drop linearly across the original structure, a field of 0.027 MV/cm. The resonance moves to 0.0140 eV above the left lead's edge, and the peak falls to 0.742. By the peak formula, $|\Gamma_L-\Gamma_R|/\Gamma=\sqrt{1-0.742}=0.51$, a ratio of rates of about 3. Thickening the exit barrier to 3.09 nm at the same total voltage drop restores the unit peak, so the exit was the leakier side. That thickness belongs to this voltage and these layers.

## Beside a real germanium structure

The parameters are rough typical values for heavy holes in a germanium well between silicon-germanium barriers grown along [001]: mass 0.20 electron masses, barrier 0.20 eV. The heavy-hole mass depends strongly on direction, about 0.38 along [110] and 0.50 along [111]; with a mass of 0.50 the same layers give a line about 80 times narrower. The real barrier depends on composition and strain. The temperature considered first, 4 K, is far below that of ordinary electronics.

**Temperature.** In linear response, with the Fermi level at $E_0$, a single mode averages $T$ over a window of width set by $k_BT_{\rm abs}$:

$$\bar T=\int\frac{T(E)\,dE}{4k_BT_{\rm abs}\cosh^2[(E-E_0)/2k_BT_{\rm abs}]} .$$

At 4 K, $k_BT_{\rm abs}=3.4\times10^{-4}$ eV is as large as $\Gamma$, and $\bar T=0.29$. When $k_BT_{\rm abs}\gg\Gamma$ only the area of the line matters. By (8) it is $2\pi\Gamma_L\Gamma_R/\Gamma=\pi\Gamma/2$ for equal rates, so $\bar T\approx\pi\Gamma/(8k_BT_{\rm abs})$. At 77 K this gives 0.019, in agreement with numerical integration over this one level. In the coherent model the peak is still one, but the thermal average no longer shows it.

**Scattering.** Suppose holes leave the coherent state at the rate $\Gamma_s=\hbar/\tau_s$. The denominator of (8) then contains $\Gamma+\Gamma_s$ while the numerator is unchanged, so the coherent peak for equal rates is $[\Gamma/(\Gamma+\Gamma_s)]^2$. A rough $\tau_s=3$ ps gives $\Gamma_s=2.2\times10^{-4}$ eV and a peak of 0.353; the full calculation with uniform absorption in the well and both barriers gives 0.355 (0.367 if only the well absorbs). Scattered holes may still cross, but they are not counted here.

**Layer thickness.** A well wider by one atomic step, 0.14 nm, lowers the level by $9.8\times10^{-4}$ eV, three widths. At the original energy the transmission drops to about 0.025. The shifted line still has a unit peak. The same step in one barrier only lowers the peak to 0.982 and the transmission at the original energy to 0.966. In this example, for transmission at a fixed energy, the well width therefore needs far tighter control than the balance of the barriers.

**Band structure.** A barrier mass of 0.25 instead of 0.20, with $\psi$ and $\psi'/m$ continuous at the interfaces, narrows the line to $1.94\times10^{-4}$ eV, a reduction of 40 per cent. The figure depends on the matching rule: with $\psi'$ continuous instead it is 46 per cent. Light holes of mass 0.05 form a parallel channel, separate at zero in-plane momentum in the usual band model for growth along [001] (along [110] the two mix even there). At $E_0$ they transmit 0.013 through the same barriers, and 0.14 if strain lowers their barrier to 0.12 eV. Averaged over the 77 K window these become 0.033 and 0.24, larger than the 0.019 of the heavy-hole resonance. At the in-plane momentum typical of 4 K, a rough estimate of heavy-light mixing shifts the level by one to two times $10^{-4}$ eV, a sizeable part of a width. A measured current would contain these contributions together, so (8) describes one channel of such a structure and not its whole current.

## Table of computed values

```
mass (lead, well, barrier): 0.20 electron masses
barrier height: 0.20 eV
barrier thickness, well width: 2.5, 6.0 nm
resonance energy E0: 0.02919 eV = 1.0728e-03 hartree
k and kappa at E0: 0.3915, 0.9469 1/nm
one-barrier transmission at E0: 0.01752
thick-barrier estimate of it: 0.01753
round-trip phase slope: 109.02 1/eV
partial width, each side: 1.6074e-04 eV
total width G: 3.2149e-04 eV = 1.1815e-05 hartree
width from complex pole: 3.2431e-04 eV
full width at half maximum: 3.2437e-04 eV
thick-barrier width: 3.2221e-04 eV
lifetime hbar/G: 2.047 ps
second resonance: 0.1120 eV
level spacing / G: 257
peak transmission, equal barriers: 1.000000
T at E0+0.5G: full 0.5085, Breit-Wigner 0.5000
T at E0+1.0G: full 0.2081, Breit-Wigner 0.2000
T at E0+3.0G: full 0.0302, Breit-Wigner 0.0270
largest line-shape error within 5G: 0.0091
same, 3.5 nm barriers: 1.45e-03 (G = 4.89e-05 eV)
same, 4.5 nm barriers: 2.31e-04 (G = 7.38e-06 eV)
unequal case, right barrier: 3.5 nm
unequal widths GL, GR: 1.615e-04, 2.432e-05 eV
unequal peak: full 0.4524, formula 0.4549
leaked/prompt wave, equal: -1.0000
leaked/prompt wave, unequal: -1.7466
formula -2GL/G, unequal: -1.7383
right barrier of 0.30 eV, tuned to: 1.8396 nm
peak with tuned unlike barriers: 1.000000
peak with that height at 2.5 nm: 0.5653
thermal energy at 4 K: 3.447e-04 eV
thermal mean of T at 4 K: 0.2923
thermal mean at 77 K, this level only: 0.0188
rough scattering time: 3.0 ps
scattering width hbar/time: 2.194e-04 eV
coherent peak: full 0.3551, formula 0.3533
atomic-layer step: 0.14 nm
level shift, well one step wider: -9.802e-04 eV
peak, right barrier one step thicker: 0.9824
width with barrier mass 0.25: 1.941e-04 eV
light-hole mass: 0.05 electron masses
light-hole T at E0, barrier 0.20 eV: 0.0133
light-hole T at E0, barrier 0.12 eV: 0.1433
thermal in-plane wave number: 0.0227 1/nm
heavy-light mixing shift, rough: 1.8e-04 eV
bias drop: 0.030 V, field 0.0273 MV/cm
resonance energy under bias: 0.01399 eV
peak under bias, equal barriers: 0.7419
exit barrier restoring the peak: 3.09 nm
peak with that exit barrier: 1.00000
```
